# The Milne relation for photoionization and radiative capture at a defect: a program that tests the result

```python
"""Milne relation for a defect in a semiconductor:
    sigma_c(E) = g_b/(M g_i) * (q/k)^2 * sigma_ph(hw),  hw = E_i + E
sigma_ph: photoionization cross section; sigma_c: radiative capture cross section
g_b, g_i: degeneracies of the centre with and without the captured electron
M: number of valleys; q = n w/c: photon wavenumber; k: electron wavenumber
E_i: ionization energy; E: kinetic energy of the band electron
Tests use golden-rule rates, photon mode sums and counting of many-electron states.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.interpolate import CubicSpline
from scipy.linalg import expm
from scipy.special import roots_laguerre

pi = np.pi


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


# ---------- zero-range centre in a dispersive medium (hbar = m = e = 1) ----------
C_LIGHT = 1 / sc.fine_structure
BINDING = 0.5


def epsilon(w):
    return 1 + 3 / (1 - (w / 1.6) ** 2)


def derivative(func, x, h=1e-5):
    return (func(x + h) - func(x - h)) / (2 * h)


def direction_grid():
    u, wu = gauss(-1, 1, 10)
    phi = 2 * pi * np.arange(16) / 16
    U, P = np.meshgrid(u, phi, indexing="ij")
    weight = np.repeat(wu[:, None], 16, axis=1) * 2 * pi / 16
    return U, np.sqrt(1 - U**2), P, weight


def zero_range_cross_sections(E):
    """Photoionization in a classical wave; capture by a sum over photon modes."""
    k, w = np.sqrt(2 * E), BINDING + E
    kappa = np.sqrt(2 * BINDING)
    r, wr = gauss(0, 40 / kappa, 240)
    u, wu = gauss(-1, 1, 80)
    bound = np.sqrt(kappa / (2 * pi)) * np.exp(-kappa * r) / r
    wave = np.exp(1j * k * np.outer(r, u))
    dipole = abs(2 * pi * np.einsum("i,j,ij->", wr * bound * r**3, wu * u, wave))
    U, S, P, weight = direction_grid()
    n = np.sqrt(epsilon(w))
    # wave of unit peak field along z, sum over electron directions
    rate_up = 2 * pi / 4 * k / (2 * pi) ** 3 * np.sum(weight * (dipole * U) ** 2)
    photon_flux = C_LIGHT * n / (8 * pi * w)
    sigma_ph = rate_up / photon_flux
    # energy density of the same wave, stored energy of a dispersive medium
    stored = derivative(lambda x: x * epsilon(x), w) + epsilon(w)
    dq_dw = derivative(lambda x: np.sqrt(epsilon(x)) * x / C_LIGHT, w)
    assert abs(stored / (16 * pi) / dq_dw / (w * photon_flux) - 1) < 1e-7
    # one electron along a general direction, sum over photon directions, polarizations
    d = dipole * np.array([0.48, 0.60, 0.64])
    pol1 = d[0] * U * np.cos(P) + d[1] * U * np.sin(P) - d[2] * S
    pol2 = -d[0] * np.sin(P) + d[1] * np.cos(P)
    q = n * w / C_LIGHT
    field_squared = 4 * pi * w / stored
    rate_down = (2 * pi * field_squared * q**2 * dq_dw / (2 * pi) ** 3
                 * np.sum(weight * (pol1**2 + pol2**2)))
    return sigma_ph, rate_down / k, q, k, n, C_LIGHT * dq_dw


for E_test in (0.05, 0.32, 0.6):
    s_ph, s_c, q, k, n_test, n_group = zero_range_cross_sections(E_test)
    assert abs(s_c / (2 / 1 * q**2 / k**2 * s_ph) - 1) < 1e-6
    assert n_group / n_test > 1.1          # dispersion is strong enough to matter

# Equilibrium of each frequency interval, with Fermi and Planck occupations
E_test = 0.32
s_ph, s_c, q, k, n_test, n_group = zero_range_cross_sections(E_test)
for T_test, mu in ((0.5, 0.3), (0.3, -0.4)):
    planck = 1 / np.expm1((BINDING + E_test) / T_test)
    fermi = 1 / (np.exp((E_test - mu) / T_test) + 1)
    ratio_bound = 2 * np.exp((mu + BINDING) / T_test)
    up = ratio_bound * s_ph * q**2 / pi**2 * planck * (1 - fermi)
    spontaneous = s_c * k * (k / pi**2) * fermi
    assert abs(up / (spontaneous * (1 + planck)) - 1) < 1e-6
    assert abs(up / spontaneous - 1) > 0.05   # stimulated emission is needed

# Threshold powers for a neutral core
low, high = zero_range_cross_sections(1e-4), zero_range_cross_sections(2e-4)
slope_ph = np.log2(high[0] / low[0])
slope_c = np.log2(high[1] / low[1])
assert abs(slope_ph - 1.5) < 0.01 and abs(slope_c - 0.5) < 0.01


# ---------- many-electron counting of spins and valleys ----------
def hop(state, target, source):
    if not (state >> source) & 1:
        return None, 0
    sign = (-1) ** bin(state & ((1 << source) - 1)).count("1")
    state ^= 1 << source
    if (state >> target) & 1:
        return None, 0
    sign *= (-1) ** bin(state & ((1 << target) - 1)).count("1")
    return state | (1 << target), sign


def mean_strength(initial_states, hops, amplitude):
    total = 0.0
    for state in initial_states:
        final = {}
        for target, source in hops:
            new, sign = hop(state, target, source)
            if new is not None:
                final[new] = final.get(new, 0) + sign * amplitude
        total += sum(a * a for a in final.values())
    return total / len(initial_states)


def count_centre(electrons, valleys):
    """Strengths relative to one electron of fixed spin in a one-valley band."""
    with_e = [s for s in range(4) if bin(s).count("1") == electrons]
    without = [s for s in range(4) if bin(s).count("1") == electrons - 1]
    band = [(2 + 2 * v + s, s) for v in range(valleys) for s in range(2)]
    starts = [s | (1 << b) for s in without for b, _ in band]
    amp = 1 / np.sqrt(valleys)
    ionize = mean_strength(with_e, band, amp)
    capture = mean_strength(starts, [(b, a) for a, b in band], amp)
    return ionize, capture, len(with_e), len(without)


# ---------- example: double donor in silicon, rough typical values ----------
E_i, n_ref, M, m_rel = 0.30, 3.42, 6, 0.32
eps = n_ref**2
alpha = sc.fine_structure
hbar_eVs = sc.hbar / sc.e
c_cm = sc.c * 100
hbar_c = hbar_eVs * c_cm
mc2 = m_rel * sc.m_e * sc.c**2 / sc.e
kB = sc.k / sc.e
a_eff = sc.value("Bohr radius") * 100 * eps / m_rel
Ha_eff = sc.value("Hartree energy in eV") * m_rel / eps**2
nu = np.sqrt(Ha_eff / 2 / E_i)


def radial_strength(nu_bound, k):
    """Squared radial dipole integral, energy-normalized Coulomb p wave (scaled units)."""
    r, wr = gauss(0, 28 * nu_bound, 300)
    z = 2 * r / nu_bound
    u = np.array([float(mp.hyperu(1 - nu_bound, 2, x)) for x in z]) * z * np.exp(-z / 2)
    u /= np.sqrt(np.sum(wr * u**2))
    k = np.atleast_1d(k)[:, None]
    before, term = np.zeros((len(k), len(r))), np.ones((len(k), len(r)))
    series = term.copy()
    for j in range(1, 240):
        before, term = term, (-2 * r * term - (k * r) ** 2 * before) / (j * (j + 3))
        series += term
    integral = np.sum(wr * u * r**3 * series, axis=1)
    k = k[:, 0]
    return 4 / 9 * (k**2 + 1) / (1 - np.exp(-2 * pi / k)) * integral**2


def hydrogen_strength(k):
    """The same quantity from the closed 1s photoionization formula."""
    x = 1 / k
    f = (2**9 * pi**2 / 3 * (1 + k**2) ** -4 * np.exp(-4 * x * np.arctan(k))
         / (1 - np.exp(-2 * pi * x)))
    return f * 3 / (4 * pi**2 * 0.5 * (1 + k**2))


k_check = np.array([0.1, 0.5, 0.9])
assert np.allclose(radial_strength(1 - 1e-6, k_check), hydrogen_strength(k_check),
                   rtol=2e-5)

E_grid = np.linspace(1e-6, 0.65, 160)
strength_spline = CubicSpline(E_grid, radial_strength(nu, np.sqrt(2 * E_grid / Ha_eff)))


def strength(E):
    return strength_spline(np.clip(E, 1e-6, 0.65))


def sigma_one(hw, R2):
    """One-electron photoionization cross section, cm^2."""
    return 4 * pi**2 * alpha * hw / (3 * n_ref) * R2 * a_eff**2 / Ha_eff


def emission_one(hw, E, R2):
    """Spontaneous capture coefficient of an electron of matching spin, cm^3/s."""
    k = np.sqrt(2 * E / Ha_eff)
    dipole2 = 2 * pi**2 * R2 / k * a_eff**5
    return 4 * n_ref * alpha * (hw / hbar_eVs) ** 3 / (3 * c_cm**2) * dipole2


def speed(E):
    return c_cm * np.sqrt(2 * E / mc2)


def wave_ratio(hw, E):
    return n_ref**2 * hw**2 / (2 * mc2 * E)


E_list = np.array([0.005, 0.010, 0.025, 0.050, 0.100])
for electrons in (1, 2):
    for valleys in (1, 3, 6):
        P, Q, gb, gi = count_centre(electrons, valleys)
        hw = E_i + E_list
        direct = Q * emission_one(hw, E_list, strength(E_list)) / speed(E_list)
        milne = (gb / (gi * valleys) * wave_ratio(hw, E_list)
                 * P * sigma_one(hw, strength(E_list)))
        assert np.allclose(direct, milne, rtol=1e-6)
P, Q, g_b, g_i = count_centre(2, M)


def sigma_ph(E):
    return P * sigma_one(E_i + E, strength(E))


def sigma_c(E):
    return g_b / (g_i * M) * wave_ratio(E_i + E, E) * sigma_ph(E)


# Attractive core: finite threshold for ionization, 1/E for capture
assert abs(sigma_ph(1e-5) / sigma_ph(2e-5) - 1) < 1e-3
assert abs(sigma_c(1e-5) / sigma_c(2e-5) - 2) < 1e-2


# ---------- thermal capture, with and without one phonon mode ----------
phonon, levels = 0.05, 6


def franck_condon(S):
    ladder = np.diag(np.sqrt(np.arange(1, 40)), 1)
    return expm(np.sqrt(S) * (ladder.T - ladder))[:levels, :levels] ** 2


def phonon_weights(T):
    p = np.exp(-phonon * np.arange(levels) / (kB * T))
    return p / p.sum()


def capture_at_energy(E, T, S):
    F, p = franck_condon(S), phonon_weights(T)
    total = 0
    for i in range(levels):
        for j in range(levels):
            hw = E_i + E + (i - j) * phonon
            total = total + p[i] * F[i, j] * Q * emission_one(hw, E, strength(E))
    return total


def broadened_sigma_ph(hw, T, S):
    F, p = franck_condon(S), phonon_weights(T)
    total = 0
    for i in range(levels):
        for j in range(levels):
            E = hw - E_i - (i - j) * phonon
            total = total + np.where(E > 0, p[j] * F[i, j] * P
                                     * sigma_one(hw, strength(E)), 0)
    return total


def band_density(T):
    return 2 * M * (mc2 * kB * T / (2 * pi * hbar_c**2)) ** 1.5


def C_direct(T, S):
    x, w = roots_laguerre(24)
    return np.sum(w * 2 / np.sqrt(pi) * np.sqrt(x) * capture_at_energy(x * kB * T, T, S))


def C_from_ionization(T, S):
    step = phonon / 200
    hw = E_i - 5 * phonon + (np.arange(int(round(0.85 / step))) + 0.5) * step
    integrand = (broadened_sigma_ph(hw, T, S) * (n_ref * hw / hbar_c) ** 2 / pi**2
                 * np.exp(-(hw - E_i) / (kB * T)))
    return g_b / g_i / band_density(T) * np.sum(integrand) * step / hbar_eVs


S_huang = 0.3
for T in (77.0, 300.0):
    for S in (0.0, S_huang):
        assert abs(C_from_ionization(T, S) / C_direct(T, S) - 1) < 1e-3
E_ph = 0.025
true_c = capture_at_energy(E_ph, 77.0, S_huang) / speed(E_ph)
naive_c = (g_b / (g_i * M) * wave_ratio(E_i + E_ph, E_ph)
           * broadened_sigma_ph(E_i + E_ph, 77.0, S_huang))
assert abs(naive_c / true_c - 1) > 0.02      # single-energy relation fails with phonons

# ---------- sizes of neglected effects ----------
# Radiative capture into the five other 1s valley combinations, both total spins
k_ex = np.sqrt(2 * E_ph / Ha_eff)
hw_ex = Ha_eff / 2 + E_ph
R2_ex = hydrogen_strength(k_ex)
symmetric = np.ones((M, M)) / M
share = np.trace(np.eye(M) - symmetric) / M
excited_c = share * emission_one(hw_ex, E_ph, R2_ex) / speed(E_ph)
g_excited = (M - 1) * 2 * 2
excited_milne = (g_excited / (g_i * M) * wave_ratio(hw_ex, E_ph)
                 * sigma_one(hw_ex, R2_ex))
assert abs(excited_c / excited_milne - 1) < 1e-6

# Mean speed on an ellipsoidal energy shell against the isotropic value
m_t, m_l = 0.19, 0.92
u, wu = gauss(-1, 1, 60)
mean_speed = 0.5 * np.sum(wu * np.sqrt((1 - u**2) / m_t + u**2 / m_l))
speed_ratio = mean_speed * np.sqrt((m_t**2 * m_l) ** (1 / 3))

field = 1e4
barrier = 2 * np.sqrt(alpha * hbar_c * field / eps)
N_donor = 1e15


def free_electrons(T):
    K = g_b / g_i * np.exp(E_i / (kB * T)) / band_density(T)
    return 2 * N_donor / (1 + np.sqrt(1 + 4 * K * N_donor))


print("Inputs (rough typical values for a Se-like double donor in Si)")
print(f"ionization energy {E_i:.2f} eV, refractive index {n_ref:.2f}")
print(f"valleys {M}, mass {m_rel:.2f} m_e, dielectric constant {eps:.2f}")
print(f"degeneracy with electron g_b {g_b}, without g_i {g_i}")
print(f"factor g_b/(M g_i) = {g_b / (M * g_i):.5f}")
print(f"same factor for a one-electron donor = {2 / M:.5f}")
print(f"ionization strength, in one-electron units = {P:.4f}")
print(f"capture strength, in matching-spin units = {Q:.5f}")
print(f"effective Bohr radius {a_eff * 1e7:.3f} nm, Rydberg {Ha_eff / 2 * 1e3:.2f} meV")
print(f"effective quantum number of bound state = {nu:.4f}")
print(f"sigma_ph at threshold = {sigma_ph(1e-6):.3e} cm^2")
print("E (meV), hw (eV), wavelength (nm), (q/k)^2, sigma_ph (cm^2), sigma_c (cm^2)")
for E in E_list:
    hw = E_i + E
    print(f"{E * 1e3:6.1f} {hw:.3f} {2 * pi * hbar_c / hw * 1e7:7.1f} "
          f"{wave_ratio(hw, E):.4e} {sigma_ph(E):.4e} {sigma_c(E):.4e}")
print(f"at E = 25 meV: q = {n_ref * (E_i + E_ph) / hbar_c:.4e} 1/cm")
print(f"at E = 25 meV: k = {np.sqrt(2 * mc2 * E_ph) / hbar_c:.4e} 1/cm")
print(f"at E = 25 meV: speed = {speed(E_ph):.4e} cm/s")
print(f"at E = 25 meV: sigma_c = {sigma_c(E_ph) * 1e-4:.4e} m^2")
print(f"donor density for times and ionization = {N_donor:.1e} cm^-3")
for T in (77.0, 300.0):
    C = C_direct(T, 0.0)
    n_free = free_electrons(T)
    print(f"T = {T:.0f} K: kT = {kB * T * 1e3:.2f} meV, N_c = {band_density(T):.3e} cm^-3")
    print(f"  C = {C:.4e} cm^3/s, from sigma_ph integral {C_from_ionization(T, 0.0):.4e}")
    print(f"  radiative capture time, all donors ionized once = {1 / (C * N_donor):.3e} s")
    print(f"  thermally ionized fraction = {n_free / N_donor:.3e}")
    print(f"  free-electron density / N_c = {n_free / band_density(T):.3e}")
    print(f"  photon occupation at E_i + kT = {1 / np.expm1(E_i / (kB * T) + 1):.3e}")
    radius = alpha * hbar_c / (eps * kB * T)
    print(f"  Coulomb radius {radius * 1e7:.2f} nm, its area {pi * radius**2:.3e} cm^2")
    print(f"  C with phonons / C without = {C_direct(T, S_huang) / C:.4f}")
print(f"phonon model: Huang-Rhys factor {S_huang}, phonon {phonon * 1e3:.0f} meV")
print(f"single-energy Milne / true sigma_c, 25 meV, 77 K = {naive_c / true_c:.4f}")
print(f"shallow 1s states: photon {hw_ex * 1e3:.2f} meV, sigma_c {excited_c:.3e} cm^2")
print(f"  ratio to ground-state capture at 25 meV = {excited_c / sigma_c(E_ph):.3f}")
print(f"masses {m_t}, {m_l} m_e: mean speed / isotropic speed = {speed_ratio:.4f}")
print(f"barrier lowering at {field / 1e6:.2f} MV/cm = {barrier * 1e3:.2f} meV")
print(f"neutral core, threshold powers: ionization {slope_ph:.3f}, capture {slope_c:.3f}")
print(f"dispersive test medium: n = {n_test:.3f}, group index = {n_group:.3f}")
print("tests ok")
```

It prints:

```
Inputs (rough typical values for a Se-like double donor in Si)
ionization energy 0.30 eV, refractive index 3.42
valleys 6, mass 0.32 m_e, dielectric constant 11.70
degeneracy with electron g_b 1, without g_i 2
factor g_b/(M g_i) = 0.08333
same factor for a one-electron donor = 0.33333
ionization strength, in one-electron units = 2.0000
capture strength, in matching-spin units = 0.08333
effective Bohr radius 1.934 nm, Rydberg 31.82 meV
effective quantum number of bound state = 0.3257
sigma_ph at threshold = 9.213e-17 cm^2
E (meV), hw (eV), wavelength (nm), (q/k)^2, sigma_ph (cm^2), sigma_c (cm^2)
   5.0 0.305  4065.1 6.6540e-04 1.0126e-16 5.6151e-21
  10.0 0.310  3999.5 3.4370e-04 1.0935e-16 3.1319e-21
  25.0 0.325  3814.9 1.5111e-04 1.2838e-16 1.6166e-21
  50.0 0.350  3542.4 8.7623e-05 1.4769e-16 1.0784e-21
 100.0 0.400  3099.6 5.7223e-05 1.6066e-16 7.6614e-22
at E = 25 meV: q = 5.6328e+04 1/cm
at E = 25 meV: k = 4.5823e+06 1/cm
at E = 25 meV: speed = 1.6578e+07 cm/s
at E = 25 meV: sigma_c = 1.6166e-25 m^2
donor density for times and ionization = 1.0e+15 cm^-3
T = 77 K: kT = 6.64 meV, N_c = 3.544e+18 cm^-3
  C = 4.2194e-14 cm^3/s, from sigma_ph integral 4.2193e-14
  radiative capture time, all donors ionized once = 2.370e-02 s
  thermally ionized fraction = 1.281e-08
  free-electron density / N_c = 3.614e-12
  photon occupation at E_i + kT = 8.515e-21
  Coulomb radius 18.55 nm, its area 1.081e-11 cm^2
  C with phonons / C without = 0.8820
T = 300 K: kT = 25.85 meV, N_c = 2.726e+19 cm^-3
  C = 2.9388e-14 cm^3/s, from sigma_ph integral 2.9388e-14
  radiative capture time, all donors ionized once = 3.403e-02 s
  thermally ionized fraction = 4.991e-01
  free-electron density / N_c = 1.831e-05
  photon occupation at E_i + kT = 3.357e-06
  Coulomb radius 4.76 nm, its area 7.125e-13 cm^2
  C with phonons / C without = 0.8956
phonon model: Huang-Rhys factor 0.3, phonon 50 meV
single-energy Milne / true sigma_c, 25 meV, 77 K = 0.8350
shallow 1s states: photon 56.82 meV, sigma_c 3.863e-21 cm^2
  ratio to ground-state capture at 25 meV = 2.389
masses 0.19, 0.92 m_e: mean speed / isotropic speed = 1.0979
barrier lowering at 0.01 MV/cm = 22.19 meV
neutral core, threshold powers: ionization 1.499, capture 0.500
dispersive test medium: n = 2.251, group index = 2.895
tests ok
```
